# The Plasmon of a Two-Dimensional Layer in a Repeated Supercell

**Q:** I want the plasmon of a doped two-dimensional layer. My cell repeats along $z$ every 20 Å. The electrons cannot tunnel across the vacuum and the densities of neighbouring layers do not overlap, so each layer is isolated. As $q\to0$ I should therefore see the two-dimensional plasmon, with $\omega\propto\sqrt q$.

**A:** What you say about tunnelling and overlap may well be right, but a plasmon is held together by the Coulomb force, so we must ask how far that force reaches. Do you agree on a model? Each layer is a thin sheet with $n$ mobile electrons per area, of mass $m$, on a fixed neutralizing background. I use atomic units with the Gaussian form of Coulomb's law, and the random-phase approximation: electrons respond independently to the total potential.

**Q:** Agreed. How far does it reach?

**A:** Put a density wave $n_1e^{i\mathbf q\cdot\mathbf r-i\omega t}$ on a sheet at $z=0$, with $\mathbf q$ in the plane. Let $U(z)$ be the amplitude of the potential energy it gives to another electron. Poisson's equation, without retardation, reads

$$U''(z)-q^2U(z)=-4\pi n_1\,\delta(z).$$

Away from the sheet the bounded solution is $U=Ae^{-q|z|}$. Its slope jumps by $-2qA$ at $z=0$, and this must equal $-4\pi n_1$. Hence

$$U(z)=\frac{2\pi n_1}{q}\,e^{-q|z|}.$$

The range is $1/q$. It is set by the wavelength of the disturbance, and not by the thickness of the layer or the tail of its orbitals.

**Q:** So at small $q$ the potential crosses my vacuum. But where does $\sqrt q$ come from in the first place?

**A:** From the response of one sheet to its own potential. Newton's law for the in-plane velocity, $-i\omega m v=-iqU$, gives $v=qU/(m\omega)$. Continuity, $-i\omega n_1+iqnv=0$, gives $n_1=nqv/\omega$. Together,

$$n_1=\chi U,\qquad \chi=\frac{nq^2}{m\omega^2}.$$

A free oscillation sustains itself: the $U$ that drives $n_1$ is the $U$ that $n_1$ produces. For one sheet $U(0)=(2\pi/q)n_1$, so $1=(2\pi/q)\chi$ and

$$\omega_{\rm iso}^2=\frac{2\pi nq}{m}.$$

**Q:** That is the law I expect. What do the copies change?

**A:** They add their potentials at your layer. Suppose the density wave changes phase by $\theta$ from one layer to the next. With period $L$ and $x=e^{-qL}$, the factor $2\pi/q$ is multiplied by

$$S=\sum_{l=-\infty}^{\infty}x^{|l|}e^{il\theta}
=1+\frac{xe^{i\theta}}{1-xe^{i\theta}}+\frac{xe^{-i\theta}}{1-xe^{-i\theta}}.$$

The last two terms are complex conjugates, and their sum is $2(x\cos\theta-x^2)/(1-2x\cos\theta+x^2)$. Adding the 1 gives

$$S=\frac{1-x^2}{1-2x\cos\theta+x^2}=\frac{\sinh qL}{\cosh qL-\cos\theta},$$

where the last form follows on dividing numerator and denominator by $2x$.

**Q:** Which $\theta$ does my calculation have?

**A:** With one layer per cell and $\mathbf q$ in the plane, the perturbation is the same in every cell, so $\theta=0$. All layers then move in phase. Using $\sinh qL=2\sinh(qL/2)\cosh(qL/2)$ and $\cosh qL-1=2\sinh^2(qL/2)$,

$$\omega^2=\frac{2\pi nq}{m}\,\frac{\sinh qL}{\cosh qL-1}
=\frac{2\pi nq}{m}\coth\frac{qL}{2}.$$

For small argument, $\coth y=1/y+y/3+\dots$ With $y=qL/2$,

$$\omega^2=\frac{2\pi nq}{m}\left(\frac{2}{qL}+\frac{qL}{6}+\dots\right)
=\frac{4\pi n}{mL}\left[1+\frac{(qL)^2}{12}+\dots\right].$$

The frequency tends to a constant, $\omega_L=\sqrt{4\pi n/(mL)}$, which varies as $L^{-1/2}$.

**Q:** A finite frequency at infinite wavelength, from layers that do not touch. What supplies the restoring force?

**A:** Count the contributing sheets. If electrons are displaced by $d$ along $\mathbf q$, the density wave has size $nqd$. The potential of one sheet is then of size $(2\pi/q)nqd=2\pi nd$, and its in-plane force is $q$ times that, which vanishes as $q\to0$. This is why the isolated plasmon softens. But the number of sheets acting together is $S\approx2/(qL)$, which grows as $1/q$. The product is $4\pi nd/L$, independent of $q$. On the scale $1/q$ the stack looks like a bulk electron gas of average density $n/L$, and $\omega_L$ is the plasma frequency of that gas.

**Q:** My code works with plane waves. Where is this hidden there?

**A:** In the term $G=0$. The repeated sheet density is $n_1\sum_l\delta(z-lL)=(n_1/L)\sum_Ge^{iGz}$, with $G=2\pi j/L$ and $j$ an integer. Poisson's equation for each component gives $U_G=4\pi n_1/[L(q^2+G^2)]$, so the condition at $z=0$ is

$$1=\chi\,\frac1L\sum_G\frac{4\pi}{q^2+G^2}.$$

The $G=0$ term is $4\pi/(q^2L)$. Its $q^{-2}$ cancels the $q^2$ in $\chi$ and leaves $4\pi n/(mL\omega^2)=1$. The other terms have a finite sum as $q\to0$, so after multiplication by $\chi$ they vanish as $q^2$.

If the layer has a fixed normalized profile $\rho(z)$ along $z$, each term acquires a factor $|\rho_G|^2$. Normalization makes $\rho_0=1$, so the limit $\omega_L$ does not depend on the profile.

**Q:** Let me see numbers.

**A:** Take a model sheet with $n=0.01$ Å$^{-2}$, $m$ equal to the electron mass, and your $L=20$ Å. With 1 bohr = 0.5292 Å, these are $n=0.002800$ and $L=37.79$ in atomic units. Then

$$\omega_L=\sqrt{\frac{4\pi\times0.002800}{37.79}}=0.0305\ \text{hartree}=0.830\ \text{eV}.$$

The isolated energy follows from $\omega_{\rm iso}=\omega_L\sqrt{qL/2}$. At $q=0.002$ Å$^{-1}$, $qL/2=0.02$, and $0.8303\times\sqrt{0.02}=0.117$ eV. The formulas above give these energies in eV:

| $q$ (Å$^{-1}$) | supercell | isolated |
|---|---|---|
| 0.002 | 0.830 | 0.117 |
| 0.010 | 0.832 | 0.263 |
| 0.050 | 0.864 | 0.587 |
| 0.100 | 0.951 | 0.830 |
| 0.250 | 1.322 | 1.313 |

At the smallest $q$ the supercell energy is about seven times the isolated one. The isolated value at $q=0.100$ Å$^{-1}$ equals the plateau because $qL/2=1$ there: this is where the two limiting laws cross.

**Q:** But in the last row the two agree. So the supercell does show the two-dimensional plasmon?

**A:** At large enough $q$, yes. When $qL\gg1$, $\coth(qL/2)\to1$ and the copies drop out. The change is gradual. At $q=1/L=0.05$ Å$^{-1}$ the supercell energy is 4% above its plateau and 47% above the isolated value.

For an error of 1% relative to the isolated energy we need $\sqrt{\coth(qL/2)}=1.01$. Write $r=1.01^2=1.0201$. Since $\coth(qL/2)=(e^{qL}+1)/(e^{qL}-1)$, setting this equal to $r$ and solving for $e^{qL}$ gives

$$qL=\ln\frac{r+1}{r-1}=\ln\frac{2.0201}{0.0201}=4.61.$$

For a sheet of zero thickness in your cell, with the response $\chi$ above, this means $q\geq0.23$ Å$^{-1}$. The threshold depends on the layer: for a Gaussian profile of standard deviation 1 Å the error at $qL=4.61$ is 1.3% instead of 1%.

**Q:** Then I shall add vacuum until the result converges.

**A:** At one fixed $q$ that works, at a price. For $q=0.002$ Å$^{-1}$ the same criterion asks for $L=4.61/0.002\approx2300$ Å. At much shorter periods, as long as $qL\ll1$ (here $L\ll500$ Å), the supercell energy at this $q$ stays close to $\omega_L$ and sinks with it: 1.174, 0.830, 0.587 and 0.416 eV for $L=10$, 20, 40 and 80 Å. Each doubling divides the energy by nearly $\sqrt2$. Even the last value is far from 0.117 eV.

If you let $q\to0$ first, no finite $L$ helps. The limits do not commute: $q\to0$ at fixed $L$ gives $\omega_L$, while $L\to\infty$ at fixed $q$ gives $\omega_{\rm iso}$.

**Q:** Is the plateau then a property of any stack of layers?

**A:** As a limit $q\to0$, it needs endless repetition and equal phases. Take a finite open stack of $N$ layers. The coupling between layers $i$ and $j$ is $(2\pi/q)e^{-q|i-j|L}$. Once $qNL\ll1$, all the exponentials are close to 1. A matrix of ones has the largest eigenvalue $N$, belonging to equal motion in all layers, so

$$\omega^2\to\frac{2\pi nNq}{m}.$$

The stack then acts as one sheet of density $Nn$, and $\sqrt q$ returns. (A thick stack still shows the plateau in the window $1/(NL)\ll q\ll1/L$. There the range $1/q$ is shorter than the stack, so inner layers feel nearly the endless sum.) A numerical solution for five layers gives an exponent of 0.499 at small $q$.

Now keep the endless stack but fix $\theta\neq0$, between 0 and $2\pi$. As $q\to0$, $\sinh qL\to qL$ and $\cosh qL\to1$, so

$$\omega^2\to\frac{2\pi nL}{m(1-\cos\theta)}\,q^2.$$

This mode is linear in $q$, because the potentials of layers out of phase largely cancel. It is neither your plateau nor the isolated plasmon.

**Q:** You treated the electrons as if they started at rest. They have a Fermi velocity. Could that spoil the argument?

**A:** It shifts the energies but leaves both limits in place. With spin degeneracy two, the Lindhard response of the sheet is

$$\chi=2\int\frac{d^2k}{(2\pi)^2}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\omega-\Delta},\qquad
\Delta=\frac{\mathbf k\cdot\mathbf q+q^2/2}{m},$$

where $f$ is 1 inside the Fermi disc and 0 outside. In the second term replace $\mathbf k$ by $-\mathbf k-\mathbf q$. This changes $f_{\mathbf k+\mathbf q}$ to $f_{\mathbf k}$ and $\Delta$ to $-\Delta$. The two terms combine to

$$\frac{1}{\omega-\Delta}-\frac{1}{\omega+\Delta}=\frac{2\Delta}{\omega^2-\Delta^2}
=\frac{2\Delta}{\omega^2}+\frac{2\Delta^3}{\omega^4}+\dots$$

Average over the disc of radius $k_F$. The odd powers of $\mathbf k\cdot\mathbf q$ vanish, so $\langle2\Delta\rangle=q^2/m$. Since $\langle k^2\rangle=k_F^2/2$, we have $\langle(\mathbf k\cdot\mathbf q)^2\rangle=q^2k_F^2/4$, and the leading part of the cubic term is

$$\langle2\Delta^3\rangle\approx\frac{2}{m^3}\cdot3\cdot\frac{q^2k_F^2}{4}\cdot\frac{q^2}{2}
=\frac{3q^4k_F^2}{4m^3}.$$

With $v_F=k_F/m$ this gives

$$\chi\approx\frac{nq^2}{m\omega^2}\left[1+\frac{3v_F^2q^2}{4\omega^2}\right].$$

Put this into the plasmon condition, and replace $\omega^2$ in the small term by its local value $\omega_{\rm loc}^2$, that is, the value without $v_F$. The result is

$$\omega^2\approx\omega_{\rm loc}^2+\tfrac34v_F^2q^2.$$

As $q\to0$ the addition becomes negligible beside $\omega_{\rm iso}^2\propto q$ and beside the constant $\omega_L^2$. For the linear mode at $\theta\neq0$ it is of the same order $q^2$ as $\omega_{\rm loc}^2$, so the slope given above for that mode is only its local value.

With the full Lindhard response, the energies at $q=0.05$ Å$^{-1}$ become 0.868 eV for the supercell and 0.593 eV for the isolated sheet. The small-$q$ exponents are 0.000 and 0.500 respectively, and the supercell energy varies with $L$ with exponent $-0.500$. At $q=0.25$ Å$^{-1}$ the shift is larger, about 7% of the local energy, but it is nearly the same for both geometries. There $q$ is as large as $k_F=0.25$ Å$^{-1}$, and the leading correction $\tfrac34v_F^2q^2$, derived for small $q$, gives only about 5%.

**Q:** A real layer also has valence electrons that polarize. Does $L^{-1/2}$ survive?

**A:** Not in general. Let the sheet have an in-plane polarizability $\alpha$, a length, taken as constant at the plasmon frequency. The field acting on a charge $-1$ with potential energy $U$ is $\mathbf E=i\mathbf qU$. The dipole density $\alpha\mathbf E$ carries the charge density $-i\mathbf q\cdot\alpha\mathbf E=\alpha q^2U$. Counted in electrons, whose charge is negative, this is $-\alpha q^2U$. Therefore

$$\chi=\frac{nq^2}{m\omega^2}-\alpha q^2.$$

With $W=(2\pi/q)\coth(qL/2)$, the condition $1=W\chi$ gives

$$\omega^2=\frac{nq^2W/m}{1+\alpha q^2W}.$$

As $q\to0$, $q^2W\to4\pi/L$, and

$$\omega^2\to\frac{4\pi n/(mL)}{1+4\pi\alpha/L}=\frac{4\pi n}{m(L+4\pi\alpha)}.$$

The plateau remains, but the $L^{-1/2}$ law needs $L\gg4\pi\alpha$. For $\alpha=5$ Å, $4\pi\alpha=62.8$ Å, which exceeds your period. At $L=20$ Å the energy falls to $0.8303\sqrt{20/82.8}=0.408$ eV, and at 40 Å it is 0.366 eV. The effective exponent between these periods is only $-0.16$. So a weak dependence on vacuum is no sign that the layer has become isolated.

For $qL\gg1$, $W\to2\pi/q$ and $\omega^2\to2\pi nq/[m(1+2\pi\alpha q)]$. The pure $\sqrt q$ law then also needs $2\pi\alpha q\ll1$.

**Q:** If vacuum is so costly, how do I get the isolated plasmon at small $q$?

**A:** Remove the force between copies. Cut the Coulomb interaction off at a separation $|z|=L/2$ and take its Fourier components in the cell:

$$v(q,G)=\frac{4\pi}{q}\int_0^{L/2}e^{-qz}\cos Gz\,dz
=\frac{4\pi}{q}\left[\frac{e^{-qz}(G\sin Gz-q\cos Gz)}{q^2+G^2}\right]_0^{L/2}.$$

Since $G=2\pi j/L$, $\sin(GL/2)=0$. The upper limit gives $-qe^{-qL/2}\cos(GL/2)$ and the lower one, subtracted, gives $+q$:

$$v(q,G)=\frac{4\pi}{q^2+G^2}\left[1-e^{-qL/2}\cos\frac{GL}{2}\right].$$

Look at $G=0$ again. For small $q$ the bracket is $qL/2$, so $v/L\to2\pi/q$. This is the interaction of one sheet, and the dangerous $4\pi/(q^2L)$ has gone.

**Q:** Is there a condition on the layer?

**A:** Two charges in the same layer must be no more than $L/2$ apart along $z$. Their mutual interaction is then kept in full, and a charge in the next copy is at least $L/2$ away, outside the cutoff. A thicker layer needs a larger cell, but the requirement no longer grows as $1/q$.

For a Gaussian profile of standard deviation 1 Å in your 20 Å cell, the tails beyond this limit are negligible. Solving the dielectric matrix in $G$ at $q=0.002$ Å$^{-1}$, without extra polarizability, gives 0.830 eV with the full interaction and 0.117 eV with the truncated one. The truncated result has an exponent in $q$ of 0.499.

At $q=0.05$ Å$^{-1}$ the truncated energy is 0.571 eV, against 0.587 eV for a sheet of zero thickness. That difference is physical: spreading the charge along $z$ weakens its repulsion within the layer, and truncation rightly keeps this effect.

**Q:** So my error was to judge isolation by the electron density.

**A:** Yes. For this mode, isolation means $qL\gg1$ or a truncated interaction. The energies here come from a model without exchange and correlation beyond the random-phase approximation, without tunnelling, without damping by scattering and without retardation, so they are not predictions for a particular material. The neglect of retardation also bounds the $\sqrt q$ law from below. For this model sheet the finite speed of light leaves the isolated energy at 0.117 eV for $q=0.002$ Å$^{-1}$, but lowers it by about 4% at $q=10^{-5}$ Å$^{-1}$, while the plateau stays at 0.830 eV.

## Computed results

```
density n = 0.010 1/angstrom^2, mass = 1.0 m_e
period L = 20.0 angstrom, 1/L = 0.050 1/angstrom
Fermi wavevector = 0.2507 1/angstrom
plateau energy for L = 0.8303 eV
Plasmon energies in eV at this L; q in 1/angstrom
q | cell local | single local | cell Lindhard | single Lindhard
0.002 | 0.8304 | 0.1174 | 0.8304 | 0.1175
0.010 | 0.8317 | 0.2626 | 0.8319 | 0.2631
0.050 | 0.8637 | 0.5871 | 0.8677 | 0.5930
0.100 | 0.9514 | 0.8303 | 0.9665 | 0.8476
0.250 | 1.3217 | 1.3128 | 1.4086 | 1.4003
Energies in eV at q = 0.002 1/angstrom; L in angstrom
L | cell local | plateau formula | cell Lindhard
10 | 1.1743 | 1.1742 | 1.1743
20 | 0.8304 | 0.8303 | 0.8304
40 | 0.5873 | 0.5871 | 0.5873
80 | 0.4156 | 0.4152 | 0.4156
Lindhard exponent in q, supercell = 0.0001
Lindhard exponent in q, isolated = 0.5003
Lindhard exponent in L, 20 to 40 angstrom = -0.4997
at q = 1/L: supercell / isolated energy = 1.4710
at q = 1/L: supercell / plateau energy = 1.0402
qL for 1 percent accuracy (local) = 4.6102
that q at L = 20 angstrom = 0.2305 1/angstrom
isolated Lindhard energy there = 1.3350 eV
pair-continuum edge there = 0.6427 eV
L for 1 percent at q = 0.002 1/angstrom = 2305 angstrom
Gaussian layer, standard deviation = 1.0 angstrom
q = 0.002, full Coulomb = 0.8304 eV
q = 0.002, truncated Coulomb = 0.1173 eV
q = 1/L, full Coulomb = 0.8534 eV
q = 1/L, truncated Coulomb = 0.5710 eV
exponent in q, truncated Coulomb = 0.4992
open stack of 5 layers, exponent in q = 0.4988
phase pi/2 between layers, exponent in q = 1.0000
sheet polarizability alpha = 5.0 angstrom
4 pi alpha = 62.83 angstrom
polarizable sheet, L = 20 angstrom: 0.4080 eV
polarizable sheet, L = 40 angstrom: 0.3662 eV
polarizable sheet, exponent in L = -0.1559
```
